# Why restricted MP2 fails for a stretched two-electron bond

**Question.** Second-order Møller–Plesset theory (MP2) on a restricted Hartree–Fock (RHF) reference corrects the mean-field energy of a bond near equilibrium. Why does the correction go wrong when the bond is pulled apart, and how does it grow compared with the true correlation energy?

**Mechanism**

A two-electron bond has a bonding orbital \(g\) and an antibonding orbital \(u\). RHF puts both electrons in \(g\). Each electron is then spread equally over the two atoms, independently of the other, so half of the time both sit on the same atom. For separated neutral atoms this is wrong, and the ionic half must be cancelled by mixing in the determinant \(u^2\) with equal weight.

MP2 estimates that mixing as a coupling divided by an orbital-energy denominator. The coupling comes from repulsion on one atom and survives stretching. The denominator closes. The estimated mixing therefore grows without bound, although the true mixing stops at equal weights.

**The model and its reference**

The simplest quantitative version is the two-site Hubbard model with two electrons,

\[
H=-t\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},\qquad t,U>0 .
\]

The site energy is set to zero, and stretching means \(t\to0\) at fixed \(U\). Energies are in hartree. The orbitals \(g=(1+2)/\sqrt2\) and \(u=(1-2)/\sqrt2\) have hopping energies \(-t\) and \(+t\).

Write \(|ij\rangle\) for the spin-up electron on site \(i\) and the spin-down electron on site \(j\). Then

\[
|gg\rangle=\tfrac12(|11\rangle+|12\rangle+|21\rangle+|22\rangle),\quad
|uu\rangle=\tfrac12(|11\rangle-|12\rangle-|21\rangle+|22\rangle).
\]

The repulsion acts on \(|11\rangle\) and \(|22\rangle\), each with weight \(\tfrac14\) in \(|gg\rangle\). Hence

\[
E_{\rm RHF}=-2t+U\left(\tfrac14+\tfrac14\right)=-2t+\tfrac U2 .
\]

At \(t=0\) two neutral sites have energy zero, so the reference is too high by \(U/2\).

Each site holds half an electron of each spin. An electron therefore feels the mean repulsion \(U/2\) on both sites, and the Fock operator is the hopping plus this constant:

\[
\varepsilon_g=-t+\tfrac U2,\qquad \varepsilon_u=t+\tfrac U2,\qquad \varepsilon_u-\varepsilon_g=2t .
\]

**The exact correlation energy**

Correlation energy here means the energy minus \(E_{\rm RHF}\). A single excitation such as \(|gu\rangle=\tfrac12(|11\rangle-|12\rangle+|21\rangle-|22\rangle)\) does not couple to \(|gg\rangle\), because the contributions of the two sites are \(+U/4\) and \(-U/4\). The double excitation does couple, since both contributions are \(+U/4\). In the basis \(|gg\rangle,|uu\rangle\),

\[
H=\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix}.
\]

Its eigenvalues are \(U/2\pm\sqrt{4t^2+U^2/4}\). The lower one is negative, whereas the states built from \(|gu\rangle\) and \(|ug\rangle\) have energies \(0\) and \(U\), so it is the ground state. Subtracting \(E_{\rm RHF}\) gives

\[
E_c=2t-\tfrac12 S,\qquad S=\sqrt{U^2+16t^2},\qquad E_c\to-\tfrac U2\quad(t\to0).
\]

The limit removes just the \(U/2\) by which the reference was too high.

Let the ground state be proportional to \(|gg\rangle+c|uu\rangle\). The first row of the eigenvalue equation reads \(-2t+U/2+cU/2=U/2-S/2\), so

\[
c=\frac{4t-S}{U}\to-1 .
\]

The coefficient of \(|11\rangle\) and \(|22\rangle\) is \((1+c)/2\), which vanishes in this limit. The true wavefunction becomes purely neutral.

**The MP2 correlation energy**

MP2 takes the sum of Fock operators as its zeroth order. Exciting both electrons costs \(2(\varepsilon_u-\varepsilon_g)=4t\), and the coupling is \(U/2\). The first-order amplitude and second-order energy are

\[
c^{(1)}=-\frac{U/2}{4t}=-\frac{U}{8t},\qquad
E_2=-\frac{(U/2)^2}{4t}=-\frac{U^2}{16t}.
\]

The energy diverges as \(1/t\). To compare it with \(E_c\), set \(x=U^2/(16t^2)\). Then \(E_2=-tx\), and

\[
E_c=-2t\left(\sqrt{1+x}-1\right)=-\frac{2tx}{\sqrt{1+x}+1},\qquad
\frac{E_2}{E_c}=\frac{1+\sqrt{1+x}}{2}.
\]

The ratio tends to 1 for \(U\ll t\), where MP2 is justified, and grows as \(U/(8t)\) for \(U\gg t\). In this model it exceeds 1 for every \(U>0\). MP2 reaches the dissociation value \(-U/2\) already at \(t=U/8\) and then passes it.

For \(U=0.8\) and \(t=0.05\) hartree,

\[
E_2=-\frac{0.64}{0.80}=-0.800,\qquad
E_c=0.100-\tfrac12\sqrt{0.64+0.04}=-0.312 .
\]

With \(U\) held fixed, the progression is as follows (energies in hartree).

| \(t\) | \(E_c\) | \(E_2\) | \(c\) | \(c^{(1)}\) |
|---:|---:|---:|---:|---:|
| 0.4 | −0.094 | −0.100 | −0.236 | −0.25 |
| 0.1 | −0.247 | −0.400 | −0.618 | −1 |
| 0.01 | −0.380 | −4.000 | −0.951 | −10 |
| 0.001 | −0.398 | −40.000 | −0.995 | −100 |

**Do higher orders repair it?**

The Fock operators sum to the hopping plus the constant \(U\). The perturbation is therefore the Hubbard repulsion minus that constant. A constant affects only orders zero and one, so from second order onward the Møller–Plesset series is the Taylor series of \(E_c\) in \(U\):

\[
E_c=2t\left(1-\sqrt{1+x}\right)=-\frac{U^2}{16t}+\frac{U^4}{1024t^3}-\cdots
\]

The square root has branch points at \(U=\pm4it\), so the series diverges for \(U>4t\). At \(U=0.8\) and \(t=0.16\) hartree the exact value is \(-0.192\) hartree. The sums through orders 2, 4, 10, 20 and 40 are \(-0.250\), \(-0.152\), \(-0.236\), \(-0.045\) and \(+4.385\) hartree.

**Is second order itself to blame?**

A different reference answers this. Let the spin-up electron occupy \((\cos\theta,\sin\theta)\) and the spin-down electron \((\sin\theta,\cos\theta)\). With \(s=\sin2\theta\), the mean-field energy is

\[
E(s)=-2ts+\tfrac12Us^2 .
\]

For \(U>2t\) its minimum lies at \(s=2t/U<1\), where \(E_{\rm UHF}=-2t^2/U\). The two site energies felt by one spin differ by \(U\cos2\theta\), so the orbital gap is

\[
\sqrt{U^2(1-s^2)+4t^2}=U .
\]

It no longer closes. Single excitations drop out because the energy is stationary. The double excitation has a coupling of magnitude \(2U\sin^2\theta\cos^2\theta=Us^2/2=2t^2/U\). Thus

\[
E_2^{\rm UHF}=-\frac{(2t^2/U)^2}{2U}=-\frac{2t^4}{U^3},
\]

which vanishes on stretching. The divergence belongs to second order on the restricted reference. The unrestricted cure has a price: it breaks spin symmetry, and its leading energy \(-2t^2/U\) is half of the exact \(-4t^2/U\). Another cure keeps the spin symmetry: treat \(g^2\) and \(u^2\) on an equal footing and diagonalize, as was done above for \(E_c\). This is exact when each site has one fixed orbital. In a flexible basis the orbitals must also be reoptimized, because the RHF orbital is shaped for a half-ionic state. For H\(_2\) at 30 bohr the two determinants built from RHF orbitals stay 0.019 hartree (cc-pVDZ) to 0.028 hartree (aug-cc-pVQZ) above the separated atoms.

**What changes in a real molecule?**

The Hubbard model omits repulsion between electrons on different atoms. In H\(_2\) this omission changes the law of divergence. Take one real, orthonormalized orbital per atom, one-electron integrals \(h_{ij}\), and repulsion integrals \((ij|kl)\) between the charge distributions \(ij\) and \(kl\). Define

\[
U=(11|11),\quad V=(11|22),\quad X=(11|12),\quad Y=(12|12).
\]

The products of molecular orbitals are \(g^2,u^2=\tfrac12(\phi_1^2+\phi_2^2)\pm\phi_1\phi_2\) and \(gu=\tfrac12(\phi_1^2-\phi_2^2)\). Expanding the repulsions between them gives

\[
J_{gg},J_{uu}=\tfrac{U+V}2\pm2X+Y,\qquad
J_{gu}=\tfrac{U+V}2-Y,\qquad
K_{gu}=\tfrac{U-V}2 .
\]

The one-electron energies are \(h_{11}\pm h_{12}\). The two determinants therefore differ by

\[
-4h_{12}+J_{uu}-J_{gg}=-4h_{12}-4X\equiv4t' ,
\]

and their coupling is \(K_{gu}\). This is the earlier two-by-two problem with \(t\to t'\) and \(U\to U-V\), apart from a common energy shift. Within this basis the exact correlation energy is that of a Hubbard dimer:

\[
E_c=2t'-\tfrac12\sqrt{(U-V)^2+16t'^2}.
\]

The MP2 denominator is different, because it uses orbital energies. From \(\varepsilon_g=h_{11}+h_{12}+J_{gg}\) and \(\varepsilon_u=h_{11}-h_{12}+2J_{gu}-K_{gu}\),

\[
\varepsilon_u-\varepsilon_g=2t'+V-3Y,\qquad
E_2=-\frac{(U-V)^2}{8(2t'+V-3Y)} .
\]

At large separation \(R\), in bohr, \(t'\) and \(Y\) become negligible and \(V\to1/R\). The gap closes as \(1/R\), and

\[
E_2\to-\frac R8\left(U-\frac1R\right)^2=-\frac{U^2R}{8}+\frac U4-\frac1{8R}.
\]

Restricted MP2 still diverges, but linearly in the bond length. The \(1/t\) law belongs to the Hubbard model, where \(V=0\). So do the vanishing odd orders and the criterion \(U>4t\) for divergence of the series. In H\(_2\) the denominator \(2(\varepsilon_u-\varepsilon_g)\) exceeds the true spacing \(4t'\) by \(2(V-3Y)\), and this difference enters the perturbation, so the third order is nonzero. In the STO-3G basis the series still converges at 3.5 bohr, where \(U-V\) is 1.65 times \(4t'\), and it diverges at 4 bohr.

**Numbers for H\(_2\)**

In the STO-3G basis at 10 bohr the integrals are \(U=0.7746\), \(V=0.1000\) and \(t'=5.5\times10^{-5}\) hartree, and the gap is \(0.1001\) hartree. So

\[
E_2=-\frac{(0.6746)^2}{8\times0.1001}=-0.568\ \text{hartree}=-15.5\ \text{eV},
\]

against an exact value in this basis of \(-0.337\) hartree, or \(-9.2\) eV. The Hubbard dimer with hopping \(t'\) and on-site repulsion \(U-V\), which has the same exact correlation energy, would have \(E_2\approx-518\) hartree. This figure depends on the orbital tail through \(t'\). A Slater 1s orbital with exponent 1.24 gives \(t'=1.6\times10^{-4}\) hartree and about \(-180\) hartree, while the molecular \(E_2\) stays at \(-0.568\) hartree. Neglecting \(V\) in the denominator thus still shows that MP2 diverges at large separation, but it is useless for the size of the failure. In STO-3G it even gives the wrong sign of the error out to about 6.5 bohr.

| \(R\) (bohr) | \(E_c\) (hartree) | \(E_2\) (hartree) |
|---:|---:|---:|
| 1.4 | −0.021 | −0.013 |
| 5 | −0.248 | −0.171 |
| 7 | −0.310 | −0.336 |
| 10 | −0.337 | −0.568 |

Unlike in the Hubbard model, MP2 first recovers too little correlation. At 5 bohr the gap is 0.241 hartree, while \(2t'\) is only 0.042 hartree, and the larger denominator weakens the correction. In STO-3G the error changes sign between 5 and 7 bohr (in the cc-pVDZ basis used below, somewhere between 5 and 10 bohr), so close agreement near that crossing does not show that the method is sound there.

STO-3G fixes the shape of the atomic orbital. The larger cc-pVDZ basis lets it relax and admits further excitations. Between 20 and 30 bohr, \(E_2\) falls from \(-0.637\) to \(-1.007\) hartree, a slope of \(-0.0370\) hartree/bohr. The on-site repulsion of the relaxed RHF orbital is 0.545 hartree, for which \(-U^2/8=-0.0371\) hartree/bohr. The linear law survives with this smaller \(U\). The values are not converged in the basis, because the ionic half of the RHF state needs diffuse functions. In aug-cc-pVQZ, \(E_2\) falls from \(-0.575\) to \(-0.904\) hartree, \(U\) is 0.513 hartree, and both the slope and \(-U^2/8\) are \(-0.0329\) hartree/bohr.

Full configuration interaction, the exact solution within the basis, gives \(-0.998557\) hartree at 30 bohr, equal to two separate atoms at the printed precision. The correlation energy there is \(-0.275\) hartree. The MP2 total energy consequently lies \(1.007-0.275=0.732\) hartree below the separated atoms, several times the real H\(_2\) bond energy of roughly 0.17 hartree. In aug-cc-pVQZ the correlation energy at 30 bohr is \(-0.268\) hartree and the MP2 energy lies 0.636 hartree below the atoms, so the cc-pVDZ overshoot is about 0.1 hartree too large. The third decimal of the aug-cc-pVQZ second-order energies is still not converged: an uncontracted even-tempered 14s4p2d basis gives \(E_2=-0.902\) hartree at 30 bohr and an overshoot of 0.634 hartree, a shift of about 0.002 hartree. These calculations are not corrected for nuclear motion or relativity. The numerical output below gives the remaining distances and integrals.

## Table of computed values

```
Hubbard dimer, U = 0.800 hartree; limit -U/2 = -0.400 hartree
t, Ec exact, E2 (hartree); E2/Ec; amplitude exact, 1st order; ionic wt
 0.400  -0.09443   -0.10000    1.059  -0.2361    -0.250  0.276393
 0.200  -0.16569   -0.20000    1.207  -0.4142    -0.500  0.146447
 0.100  -0.24721   -0.40000    1.618  -0.6180    -1.000  0.052786
 0.050  -0.31231   -0.80000    2.562  -0.7808    -2.000  0.014929
 0.010  -0.38050   -4.00000   10.512  -0.9512   -10.000  0.000624
 0.001  -0.39800  -40.00000  100.501  -0.9950  -100.000  0.000006
Partial sums of the MP correlation series (hartree)
t = 0.25 hartree, U/4t = 0.80, exact -0.14031
  order 2, 4, 10, 20, 40: -0.16000 -0.13440 -0.14078 -0.14029 -0.14031
t = 0.16 hartree, U/4t = 1.25, exact -0.19225
  order 2, 4, 10, 20, 40: -0.25000 -0.15234 -0.23562 -0.04493 4.38501
Unrestricted reference: t, gap, E_UHF, E2, exact total (hartree)
 0.100   0.8000  -0.0250000  -3.9063e-04  -0.0472136
 0.050   0.8000  -0.0062500  -2.4414e-05  -0.0123106
 0.010   0.8000  -0.0002500  -3.9063e-08  -0.0004997
H2, STO-3G: R (bohr); U, V, Y, t_eff, orbital gap (hartree)
  1.4  0.85606  0.49355  1.124e-02  3.943e-01  1.24847
  3.0  0.78988  0.31964  3.535e-03  1.134e-01  0.53583
  5.0  0.77527  0.19980  2.419e-04  2.118e-02  0.24144
  7.0  0.77461  0.14286  4.403e-06  2.743e-03  0.14833
 10.0  0.77461  0.10000  9.243e-10  5.496e-05  0.10011
R (bohr); full CI Ec, MP2 E2, E2 of equivalent Hubbard dimer (hartree)
  1.4  -0.02056  -0.01316     -0.02083
  3.0  -0.09988  -0.05158     -0.12188
  5.0  -0.24847  -0.17145      -0.9772
  7.0  -0.31044  -0.33634      -9.0945
 10.0  -0.33719  -0.56824      -517.56
At 10 bohr in eV: full CI -9.18, MP2 -15.46
STO-3G, R = 20 bohr: Ec -0.36230, E2 -1.31263, large-R law -1.31263 hartree
STO-3G, R = 30 bohr: Ec -0.37064, E2 -2.06057, large-R law -2.06057 hartree
STO-3G limiting slope -U^2/8 = -0.07500 hartree/bohr
H2, cc-pVDZ: R (bohr); full CI Ec, MP2 E2 (hartree)
  1.4  -0.03469  -0.02638
  5.0  -0.14908  -0.07826
 10.0  -0.24016  -0.26788
 20.0  -0.26618  -0.63702
 30.0  -0.27451  -1.00665
cc-pVDZ on-site repulsion of the RHF orbital 0.54497 hartree
cc-pVDZ MP2 slope, 20 to 30 bohr: -0.03696; -U^2/8 = -0.03712 hartree/bohr
cc-pVDZ full CI at 30 bohr -0.998557, two atoms -0.998557 hartree
```
